# Why a Nonstraight Ternary Diffusion Path Crosses Its Terminal Line

## Result

Two uniform ternary blocks with different atomic fractions \(X^-=(X_1^-,X_2^-,X_3^-)\) and \(X^+=(X_1^+,X_2^+,X_3^+)\) are joined at the plane \(x=0\), the first on the left. At a later time the profile \(X(x,t)\) traces a diffusion path in the composition triangle. Define

\[
d(x,t)=\Delta X_1\,(X_2-X_2^-)-\Delta X_2\,(X_1-X_1^-),\qquad \Delta X_i=X_i^+-X_i^- .
\tag{1}
\]

This function is zero on the straight line through the terminal compositions, positive on one side and negative on the other. If atoms are conserved and the volume per atom is constant,

\[
\int_{-\infty}^{\infty} d(x,t)\,dx=0 .
\tag{2}
\]

A path that does not lie wholly on the line therefore has points strictly on both sides of it, and crosses it at least once.

The line in this statement is the whole line, not the segment between the terminals. Constant volume is sufficient but not necessary. Both points are shown below.

## Assumptions

Diffusion is along \(x\) with a uniform cross-section. No atoms enter, leave or change species. The couple is long enough for its far ends to keep their initial compositions, and the deviations from these compositions are integrable. No diffusion law is assumed: the diffusivities may depend on composition, and fluxes may run up concentration gradients.

The algebra holds in any consistent units, atomic units included. Numerical values are in eV and angstrom, with time in seconds.

## Proof for constant volume

Let \(\Omega\) be the volume per atom. The number density of component \(i\) is \(c_i=X_i/\Omega\), and its flux \(J_i\) is positive towards the right. Conservation reads

\[
\frac{1}{\Omega}\frac{\partial X_i}{\partial t}=-\frac{\partial J_i}{\partial x}.
\tag{3}
\]

Summing over the components gives zero on the left, because \(\sum_iX_i=1\). The total flux is thus independent of \(x\). With one far end at rest it is zero everywhere, and since the composition is uniform at the far ends, each \(J_i\) vanishes there.

Let \(X_i^{\rm step}(x)\) be the initial profile, equal to \(X_i^-\) for \(x<0\) and \(X_i^+\) for \(x>0\). It does not depend on time, so

\[
\frac{d}{dt}\int_{-\infty}^{\infty}(X_i-X_i^{\rm step})\,dx
=-\Omega\,[J_i(\infty)-J_i(-\infty)]=0 .
\]

The integral is zero at \(t=0\) and remains zero:

\[
\int_{-\infty}^{\infty}(X_i-X_i^{\rm step})\,dx=0,\qquad i=1,2,3 .
\tag{4}
\]

Now evaluate \(d\) on the initial profile. On the left \(X=X^-\), and both terms of (1) vanish. On the right \(X=X^+\), and \(d=\Delta X_1\Delta X_2-\Delta X_2\Delta X_1=0\). Subtracting this zero from (1) gives

\[
d=\Delta X_1(X_2-X_2^{\rm step})-\Delta X_2(X_1-X_1^{\rm step}).
\tag{5}
\]

Integrating (5) and using (4) for components 1 and 2 gives (2).

Suppose that \(d\) is continuous in \(x\) and positive at some point. It is then positive on an interval around that point. If it were nowhere negative, its integral would be positive, against (2). Hence it is negative somewhere else, and by the intermediate value theorem it vanishes in between. The same argument with the signs exchanged covers a path that has a point with \(d<0\). If \(d\) is zero everywhere, the path lies on the line, which is the excluded case.

A moving phase boundary makes the profile piecewise continuous. The integral balance still holds if no atoms are stored at the boundary, and \(d\) still takes both signs. The change of sign may then occur in the jump. When the jump is drawn as a straight segment joining the two interface compositions, the drawn path is continuous and crosses the line.

The theorem gives at least one crossing and no upper limit. Touching the line without changing sides does not satisfy it.

## Equal areas and their use

When \(\Delta X_1\neq0\), a convenient form is

\[
h=\frac{d}{\Delta X_1}=X_2-X_2^--m\,(X_1-X_1^-),\qquad m=\frac{\Delta X_2}{\Delta X_1}.
\tag{6}
\]

This is the excess of component 2 over the terminal line at the same \(X_1\). By (2), the areas of \(h(x)\) above and below zero are equal. If \(\Delta X_1=0\), form (1) should be used.

The integral of \(d\) does not require the position of the original joint, because \(d\) vanishes in both terminals and a shift of the origin changes nothing. The separate balances (4) do require it for each component with \(\Delta X_i\neq0\): placing the joint at \(x=a\) instead of \(x=0\) changes the integral by \(a\,\Delta X_i\).

The terminal compositions must be accurate. A constant error \(\delta\) in \(h\) over a window of length \(\ell\) adds \(\ell\delta\) to the area, which can exceed the real imbalance when the window is long. An error \(\delta\) in \(X_2^-\) alone is not constant: it shifts \(h\) by \(-\delta\) at the left end and by zero at the right end, and changes the area by about \(-\ell\delta/2\) for a long window centred on the joint.

Suppose instead that the couple exchanges atoms with its surroundings, one for one so that its volume is unchanged, and gains \(S_i\) atoms of component \(i\) per unit area. The right side of (4) becomes \(\Omega S_i\), and (5) gives

\[
\int d\,dx=\Omega(\Delta X_1S_2-\Delta X_2S_1).
\tag{7}
\]

If this is nonzero, a path on one side of the line is no longer forbidden. A one-sided measured path thus points to exchange with the surroundings, to errors in the measured compositions, including those of the terminals, or to another broken assumption.

For a closed couple of finite length, the fluxes vanish at its two outer faces. The proof is unchanged if the integral runs between these faces. The line remains the one through the initial compositions, even after the end compositions have changed.

## Where the crossing can lie

At a crossing, \(X=X^-+s\,\Delta X\) for some number \(s\). The crossing lies on the terminal segment when \(0\le s\le1\). A sufficient condition is that one component with \(\Delta X_i\ne0\) has a monotone profile: its value at the crossing then lies between its terminal values, which is the stated condition on \(s\).

The balances alone do not ensure this. With a dimensionless position \(z\), take

\[
X=X^-+s(z)\,\Delta X+\varepsilon\,q(z)\,e,
\]
\[
s=\tfrac12(1+\operatorname{erf}z)+\tfrac12ze^{-z^2},\qquad
q=-(z-1)e^{-(z-1)^2},
\]

where the components of \(e\) sum to zero and \(e\) is not parallel to \(\Delta X\). For terminals inside the triangle, \(\Delta X\) and \(\varepsilon\) can be chosen small enough to keep all fractions positive. The difference between \(s\) and the unit step is odd in \(z\), and \(q\) is odd about \(z=1\). Both integrate to zero, so every component is conserved. The path leaves the line in proportion to \(q\), which changes sign only at \(z=1\). There

\[
s(1)=\tfrac12(1+\operatorname{erf}1)+\tfrac12e^{-1}=1.105,
\]

which is beyond the right terminal. This is a kinematic example: it shows what conservation permits, not that a given material follows this profile.

## Constant diffusivity matrix

Let \(u=(X_1,X_2)^T\) obey \(\partial_tu=D\,\partial_x^2u\), where the constant \(2\times2\) matrix \(D\) has distinct positive eigenvalues \(D_a,D_b\) and eigenvectors \(v_a,v_b\). Write \(\Delta u=w_av_a+w_bv_b\). Each eigenvector component obeys a scalar diffusion equation with a step as initial condition, so

\[
u=\frac{u^-+u^+}{2}+\frac12\sum_{k=a,b}w_kv_k\operatorname{erf}\frac{x}{\sqrt{4D_kt}} .
\tag{8}
\]

Define the linear function \(\mathcal L(y)=y_2-my_1\). Then \(h=\mathcal L(u-u^-)\) and \(\mathcal L(\Delta u)=0\). The second relation gives \(w_a\mathcal L(v_a)=-w_b\mathcal L(v_b)\equiv K\). The midpoint term in (8) contributes \(\mathcal L(\Delta u)/2=0\), and therefore

\[
h=\frac K2\left[\operatorname{erf}\frac{x}{\sqrt{4D_at}}-\operatorname{erf}\frac{x}{\sqrt{4D_bt}}\right].
\tag{9}
\]

The error function is strictly increasing, so for \(K\ne0\) the bracket vanishes only at \(x=0\). The path crosses once, at the midpoint of the terminal segment. For \(K=0\) the path is straight. This happens when \(\Delta u\) is an eigenvector of \(D\): if both \(w_k\) were nonzero, \(K=0\) would make both eigenvectors parallel to \(\Delta u\), which is impossible.

The constant \(K\) can be found without eigenvectors. Since \(D\Delta u=D_aw_av_a+D_bw_bv_b\), we have \(\mathcal L(D\Delta u)=(D_a-D_b)K\), or

\[
K=\frac{\mathcal L(D\Delta u)}{D_a-D_b}.
\tag{10}
\]

To find the area on one side, write the bracket in (9) as a difference of complementary error functions and use \(\int_0^\infty\operatorname{erfc}(x/b)\,dx=b/\sqrt\pi\). With \(b=\sqrt{4D_kt}\), the factor 2 cancels the factor \(1/2\) in (9):

\[
A=|K|\sqrt{\frac t\pi}\;\bigl|\sqrt{D_b}-\sqrt{D_a}\bigr| .
\tag{11}
\]

By (10), this area equals \(|\mathcal L(D\Delta u)|\sqrt{t/\pi}\,/(\sqrt{D_a}+\sqrt{D_b})\). For given eigenvalues and time it is proportional to \(|\mathcal L(D\Delta u)|\), and it vanishes when \(D\Delta u\) is parallel to \(\Delta u\). A small angle between these vectors does not by itself make the area small, because \(D\Delta u\) can be long when \(D\) has large off-diagonal elements. Close eigenvalues do not ensure a small area either, because \(K\) can grow as their difference shrinks.

## Variable volume

Let the total number density \(c_{\rm tot}>0\) vary with composition, and write \(c_i=c_{\rm tot}X_i\). Take the vector \(n=X^-\times X^+\) in the space of the three fractions. It is nonzero because two different vectors whose components each sum to one cannot be parallel. It is perpendicular to both terminal vectors. Moreover,

\[
n\cdot X=\det[X^-,X^+,X]=d .
\]

The last equality follows by replacing the third column of the determinant, whose rows are the three compositions, by the sum of the columns. This column becomes \((1,1,1)^T\), and subtracting the first row from the others leaves (1).

Swelling or shrinkage may now move the far ends in the laboratory frame. In a uniform end moving with velocity \(v\), \(J_i=c_iv\), so \(n\cdot J=v\,c_{\rm tot}\,n\cdot X^\pm=0\). Taking the scalar product of \(n\) with \(\partial_tc=-\partial_xJ\) and integrating shows that \(\int n\cdot c\,dx\) is constant. It is zero initially, so

\[
\int_{-\infty}^{\infty}c_{\rm tot}\,d\;dx=0 .
\tag{12}
\]

The weight is positive, and the sign argument is unchanged. The crossing survives, while the plain areas of \(d\) need not be equal. Profiles with variable density should therefore be weighted by \(c_{\rm tot}\) before their areas are compared.

## A couple with uphill transport

### Model

The parameters are round model values and represent no particular material. Components 1 and 2 repel each other through a mixing energy \(WX_1X_2\) per atom. Apart from constants, the free energy of \(N=N_1+N_2+N_3\) atoms is

\[
G=kT\sum_iN_i\ln\frac{N_i}{N}+W\frac{N_1N_2}{N}.
\]

Differentiation with respect to each \(N_i\) gives

\[
\begin{aligned}
\mu_1&=kT\ln X_1+WX_2(1-X_1),\\
\mu_2&=kT\ln X_2+WX_1(1-X_2),\\
\mu_3&=kT\ln X_3-WX_1X_2 .
\end{aligned}
\]

In the Darken model, with vacancies in equilibrium and correlation cross terms neglected, the fluxes in the frame of zero total flux are

\[
J_i=-\frac1\Omega\Bigl(D_i^*A_i-X_i\sum_kD_k^*A_k\Bigr),\qquad A_i=\frac{X_i}{kT}\frac{\partial\mu_i}{\partial x}.
\]

Here \(D_i^*\) is a tracer diffusivity, taken as constant. The second term is the drift that makes the fluxes sum to zero. Set \(w=W/kT\) and eliminate \(X_3\), so that \(A_k=\sum_{j=1,2}a_{kj}\,\partial_xX_j\). The coefficients are

\[
a=\begin{pmatrix}
1-wX_1X_2&wX_1(1-X_1)\\
wX_2(1-X_2)&1-wX_1X_2\\
-1-wX_2X_3&-1-wX_1X_3
\end{pmatrix},
\]

and the diffusivity matrix is

\[
D_{ij}=D_i^*a_{ij}-X_i\sum_{k=1}^3D_k^*a_{kj}.
\tag{13}
\]

### Similarity equation

With a reference diffusivity \(D_0\), let \(L=\sqrt{D_0t}\), \(\xi=x/L\) and \(j_i=\Omega LJ_i/D_0\). At fixed \(x\), \(\partial_tX_i=-(\xi/2t)\,dX_i/d\xi\). The flux term in (3) is \(-\Omega\,\partial_xJ_i=-(D_0/L^2)\,dj_i/d\xi=-(1/t)\,dj_i/d\xi\). Hence

\[
\frac{dj_i}{d\xi}=\frac\xi2\frac{dX_i}{d\xi},\qquad
j_i=-\sum_k\frac{D_{ik}}{D_0}\frac{dX_k}{d\xi}.
\tag{14}
\]

These are four first-order equations. The boundary conditions are the terminal values of \(X_1\) and \(X_2\) at \(\xi=\pm32\). The integral balances are not imposed, and quadrature of the solution tests them.

### Crossing and areas

The left terminal is \((X_1,X_2)=(0.25,0.11)\) and the right is \((0.05,0.12)\), so \(m=0.01/(-0.20)=-0.05\). The other inputs are \(T=1200\) K, \(W=0.20\) eV, \(\Omega=12\) Å\(^3\), \(t=10^4\) s and tracer diffusivities \(10^5\), \(10^6\) and \(2\times10^5\) Å\(^2\)/s. With \(D_0=10^5\) Å\(^2\)/s, \(L=3.162\times10^4\) Å.

The excess \(h\) has a minimum of \(-0.0090\) on the left and a maximum of \(+0.0093\) on the right. Its negative and positive areas are both 1343 Å. One crossing is found, at \(x=3.70\times10^3\) Å (\(6.99\times10^3\) bohr), where \((X_1,X_2)=(0.1434,0.1153)\). This is a fraction

\[
\frac{0.1434-0.25}{0.05-0.25}=0.533
\]

of the way along the terminal segment. A constant matrix would place the crossing at \(x=0\) and at the fraction 0.5, so the displacement comes from the composition dependence of \(D\). The crossing must lie on the segment, because \(X_3\), with \(\Delta X_3=0.19\), rises monotonically across the couple and meets the sufficient condition given above. The other two components do not meet it: \(X_2\) passes beyond both of its terminal values, and \(X_1\) is 0.2505 at \(x=-1.90\times10^5\) Å, above its left terminal value, and 0.0499 at \(x=+1.90\times10^5\) Å, below its right terminal value.

Each area corresponds to \(1343/12=112\) atoms per Å\(^2\), or 31.3 per bohr\(^2\). If the positive part of \(h\) stood alone while component 1 remained balanced, this many atoms of component 2 would have to be created, with as many of component 3 removed.

Equation (11) gives an estimate from the matrix at the midpoint of the segment. In units of \(D_0\), its eigenvalues are 1.091 and 8.590, and

\[
D\Delta u=
\begin{pmatrix}0.8754&-0.8764\\1.8985&8.8054\end{pmatrix}
\begin{pmatrix}-0.20\\0.01\end{pmatrix}
=\begin{pmatrix}-0.1838\\-0.2916\end{pmatrix}.
\]

Thus \(\mathcal L(D\Delta u)=-0.2916+0.05(-0.1838)=-0.3008\), and \(K=-0.3008/(1.091-8.590)=0.0401\). The area is \(0.0401\,(2.931-1.045)/\sqrt\pi=0.0427\) in units of \(L\), or about 1350 Å. This is within 1% of the area from the composition-dependent solution; such close agreement need not hold for other couples.

### Uphill flux

At \(x=0\) the flux of component 2 is \(+4.85\times10^{-3}\) atoms/(Å\(^2\) s), while the gradient of \(X_2\) is \(+3.06\times10^{-7}\) Å\(^{-1}\). Component 2 moves towards its own higher concentration. Its chemical potential falls in the same direction, with gradient \(-3.97\times10^{-8}\) eV/Å. Between the terminals the fall is

\[
\begin{aligned}
\mu_2^--\mu_2^+&=0.1034\ln\frac{0.11}{0.12}+0.20\,(0.25\times0.89-0.05\times0.88)\\
&=-0.0090+0.0357=0.0267\ \text{eV}.
\end{aligned}
\]

Between the terminals, the repulsion from component 1 outweighs the concentration term. This terminal fall does not by itself fix the sign of the gradient of \(\mu_2\) at the joint, which has to be taken from the profile. The direct term \(-D_2^*A_2/\Omega\) supplies

\[
\frac{10^6\times0.1142\times3.97\times10^{-8}}{0.1034\times12}
=3.7\times10^{-3}\ \text{atoms}/(\text{Å}^2\,\text{s}),
\]

about three quarters of the flux. The drift supplies the rest.

The flux can be checked against the profile. Integrating by parts and using (14) gives

\[
\int_0^\infty(X_2-X_2^+)\,d\xi=-\int_0^\infty\xi\frac{dX_2}{d\xi}\,d\xi=2j_2(0),
\]

because \(j_2\) vanishes far from the joint. In physical units, the gain on the right is \(2tJ_2(0,t)=2\times10^4\times4.845\times10^{-3}=96.9\) atoms per Å\(^2\). Direct integration of the profile gives the same value.

### Unequal atomic volumes

A second solution uses volumes of 24, 12 and 12 Å\(^3\) for components 1, 2 and 3. As a model choice, the function (13) now serves as the diffusivity matrix for number densities in the volume-fixed frame. The excess \(h\) still takes both signs, from \(-0.0032\) to \(+0.0028\). Its density-weighted integral vanishes to numerical accuracy, as (12) requires. The unweighted negative area exceeds the positive one by 16%, so unequal plain areas do not by themselves show that atoms were lost. The remaining values are in the numerical output.

## Computed results

```
Temperature 1200 K, kT = 0.10341 eV, W = 0.20 eV
Tracer diffusivities 1,2,3 (angstrom^2/s): 1.0e+05 1.0e+06 2.0e+05
Time 1.0e+04 s, volume per atom 12.0 angstrom^3
Left terminal  X1, X2 = 0.250, 0.110
Right terminal X1, X2 = 0.050, 0.120
Length unit sqrt(D_UNIT*t) = 3.1623e+04 angstrom
D at chord midpoint, D11 D12 D21 D22 (1e5 angstrom^2/s): 0.8754 -0.8764 1.8985 8.8054
Its eigenvalues (1e5 angstrom^2/s): 1.0911 8.5897
Solver error against erf solution, atomic fraction: 1.6e-10
Profile: x (angstrom), X1, X2, chord excess h
   -3.7947e+05 0.25001 0.10993 -0.00007
   -1.8974e+05 0.25054 0.10712 -0.00285
   -9.4868e+04 0.24669 0.10184 -0.00832
   -3.1623e+04 0.20038 0.10585 -0.00663
    0.0000e+00 0.14980 0.11420 -0.00081
    3.1623e+04 0.09862 0.12332 +0.00576
    9.4868e+04 0.05330 0.12852 +0.00868
    1.8974e+05 0.04989 0.12305 +0.00305
    3.7947e+05 0.05000 0.12009 +0.00009
Largest h = +0.00929 at x = 7.352e+04 angstrom
Smallest h = -0.00903 at x = -6.957e+04 angstrom
Number of crossings found: 1
Crossing at x = 3.698e+03 angstrom = 6.987e+03 bohr
Crossing composition X1, X2 = 0.14338, 0.11533
Fraction of the way along the chord: 0.5331
Positive area of h: 1343.220 angstrom
Negative area of h: 1343.220 angstrom
Net area / positive area: -3.9e-13
Atoms in one lobe: 111.935 per angstrom^2 = 31.345 per bohr^2
Flux of 2 at x=0: +4.8451e-03 atoms/(angstrom^2 s)
Gradient of X2 at x=0: +3.0552e-07 per angstrom
Gradient of mu2 at x=0: -3.9716e-08 eV/angstrom
mu2(left) - mu2(right), terminals: +0.02670 eV
Gain of 2 on the right: 96.902 atoms/angstrom^2
2*t*flux at x=0:        96.902 atoms/angstrom^2
Unequal volumes 1,2,3 (angstrom^3): 24.0 12.0 12.0
  extremes of h: -0.00315, +0.00278
  density-weighted net / positive area: -3.8e-13
  unweighted net / positive area: -0.1631
Kinematic example: only crossing at chord coordinate 1.1053
```
